# Why MP2 Has Larger Basis Set Superposition Error than Mean-Field Methods

## What goes wrong

An interaction energy is a small difference of large energies, $E_{AB}-E_A-E_B$. Suppose each monomer is computed in its own atom-centred basis and the dimer in the union of the two. In the dimer, monomer $A$ can then use functions centred on $B$ to repair defects of its own basis. This lowers the dimer energy, and the lowering looks like attraction.

A basis for which this spurious lowering is small in a Hartree-Fock or density-functional calculation may still show a much larger one in MP2. In the smallest basis of the example below, the borrowed functions lower the Hartree-Fock energy of a monomer by 2 µRy and its second-order energy by 103 µRy. The basis is the same, so the cause must lie in what each method asks of it.

Two quantities have to be kept apart. At fixed geometry, let $E_A(S)$ be the energy of monomer $A$ alone in the function space $S$. The superposition error and the basis incompleteness are

$$\delta=E_A(S_A)-E_A(S_A+S_B),\qquad \varepsilon=E_A(S_A)-E_A(\text{complete}).$$

The functions of $B$ enter $\delta$ as ghosts, without nuclei or electrons. Substituting $E_A(S_A)=E_A(S_A+S_B)+\delta_A$, and the same for $B$, gives

$$E_{AB}-E_A(S_A)-E_B(S_B)=\big[E_{AB}-E_A(S_A+S_B)-E_B(S_A+S_B)\big]-\delta_A-\delta_B .$$

The bracket is the counterpoise-corrected interaction energy. Positive $\delta$ makes the uncorrected value more attractive than the corrected one. It need not make it more attractive than the complete-basis value, because the bracket still carries basis incompleteness.

Rydberg atomic units are used: the kinetic energy is $-\nabla^2$, the electron repulsion is $2/r_{12}$, and lengths are in bohr.

## The ceiling: borrowing cannot exceed what is missing

**Mean field.** The Hartree-Fock energy is a minimum over determinants built from the basis. A Kohn-Sham energy, for a given functional, is likewise a minimum over orbitals. The spaces are nested, $S_A\subset S_A+S_B\subset$ complete, and a minimum over a larger set cannot be higher. Hence

$$0\le\delta\le\varepsilon .$$

This assumes that the global minimum is found each time and that integration errors are negligible.

**Second order.** Take two electrons with opposite spins in a real orbital $\phi$. Let $F$ be the Fock operator, $F\phi=e_0\phi$, $H_0=F(1)+F(2)$, and let $V$ be the repulsion minus the mean field already contained in $H_0$. For a trial correction $\psi$ orthogonal to $\phi\phi$, consider the Hylleraas functional

$$J[\psi]=\langle\psi|H_0-2e_0|\psi\rangle+2\langle\psi|V|\phi\phi\rangle .$$

Expand $\psi=\sum_{ab}c_{ab}\,a(1)b(2)$ in virtual orbitals with energies $e_a,e_b$. Single excitations drop out by Brillouin's theorem. The one-electron part of $V$ cannot replace both orbitals at once, so only the repulsion integral remains:

$$K_{ab}=\int\!\!\int a(1)\phi(1)\,\frac{2}{r_{12}}\,b(2)\phi(2),\qquad J=\sum_{ab}\big[(e_a+e_b-2e_0)c_{ab}^2+2K_{ab}c_{ab}\big].$$

Setting the derivative with respect to $c_{ab}$ to zero gives $c_{ab}=-K_{ab}/(e_a+e_b-2e_0)$. Inserting this,

$$J_{\min}=-\sum_{ab}\frac{K_{ab}^2}{e_a+e_b-2e_0}=E_2 .$$

The second-order energy is thus also a minimum, provided the denominators are positive. With $\phi$ held at its exact form, more virtual functions can only lower $E_2$, and $0\le\delta\le\varepsilon$ holds again. In practice $\phi$ changes with the basis, and the bound then holds only up to the effect of that change. Where the ghost functions alter the orbitals strongly, the second-order $\delta$ can even be negative: for a beryllium atom in the STO-3G basis with a ghost copy 4.6 bohr away it is $-0.3$ mRy, beside a Hartree-Fock $\delta$ of 10 mRy. The program asserts both inequalities, within a tolerance of 0.1 µRy, for the four cardinal sets below, each with a ghost copy of itself.

The bound allows a large $\delta$ where $\varepsilon$ is large and forbids it where $\varepsilon$ is small. It does not say which fraction of $\varepsilon$ is borrowed.

## A monomer that separates the contributions

The model monomer has two electrons in the well $r^2/4$ Ry. There is no nucleus, so the mean-field orbital is smooth, and the point $r_{12}=0$ is the one place where the Coulomb interaction is singular. The ghost centre lies 4 bohr away. In a complete basis the Hartree-Fock energy is 4.0769 Ry, the LDA energy (Slater exchange, VWN correlation) 4.0525 Ry, and the second-order energy $-0.0631$ Ry.

The set of cardinal number $X$ contains $X-l$ Gaussians for each angular momentum $l<X$, with exponents in geometric progression. The s exponents are chosen for the HF and LDA orbitals together, the others for the pair energy of their own $l$.

## Contribution 1: the occupied orbital

The mean-field energy needs the occupied orbital and nothing else. Here that orbital is an s function, and the field it generates is spherical. A spherical operator does not couple s to p, d or f functions, so adding these to the monomer leaves its energy unchanged. This is tested: removing the p and d functions from the $X=3$ set does not alter the Hartree-Fock energy.

What remains is to fit one smooth radial function. The s levels of the empty well are $2k+\tfrac32$ Ry, with orbitals

$$\phi_k=n_k\,L_k^{1/2}(r^2/2)\,\phi_0,\qquad \phi_0^2=(2\pi)^{-3/2}e^{-r^2/2},\qquad n_k=\left[\frac{k!\,\Gamma(3/2)}{\Gamma(k+3/2)}\right]^{1/2}.$$

To first order, the repulsion mixes $\phi_k$ into $\phi_0$ with amplitude $-M_k/(2k)$, where $M_k$ is the matrix element of the potential of the density $\phi_0^2$. The generating function

$$\sum_k z^kL_k^{1/2}(x)=(1-z)^{-3/2}e^{-xz/(1-z)}$$

gives all $M_k$ together. Multiplying $\phi_0^2$ by it at $x=r^2/2$ produces the exponential $e^{-r^2/[2(1-z)]}$ with prefactor $(2\pi)^{-3/2}(1-z)^{-3/2}$. This is a normalized Gaussian of variance $1-z$ per direction. Therefore

$$\sum_k z^k\frac{M_k}{n_k}=\Big\langle\frac{2}{|\mathbf r-\mathbf r'|}\Big\rangle,$$

where $\mathbf r$ and $\mathbf r'$ are independent Gaussian variables with variances $1-z$ and $1$. Their difference has variance $2-z$, and the mean inverse length of a Gaussian vector of variance $s^2$ is $\sqrt{2/\pi}/s$. So

$$\sum_k z^k\frac{M_k}{n_k}=\frac{2}{\sqrt\pi}\Big(1-\frac z2\Big)^{-1/2},\qquad M_k=\frac{2}{\sqrt\pi}\binom{2k}{k}\frac{n_k}{8^k}.$$

The second formula uses $(1-4y)^{-1/2}=\sum_k\binom{2k}{k}y^k$ with $y=z/8$. Since $\binom{2k}{k}$ grows as $4^k/\sqrt{\pi k}$, $M_k$ falls as $2^{-k}$ apart from powers of $k$. The energy involves $M_k^2$, so to first order in the mixing, and at large $k$, each further function reduces the error by a factor approaching 4.

For the self-consistent orbital $\phi=\sum_kc_k\phi_k$, a useful measure of the error with $n$ functions is the excitation energy of the omitted part,

$$W_n=2\sum_{k\ge n}2k\,c_k^2 ,$$

with the leading 2 for two electrons. At $n=6$ it is $3.6\times10^{-9}$ Ry in Hartree-Fock, and the directly computed energy error agrees to the digits given. The values at $n=12$ and $24$ are $3.9\times10^{-12}$ and $2.3\times10^{-18}$ Ry. With $3.0\times10^{-5}$ Ry at $n=3$, the three doublings correspond to average factors of 0.05, 0.32 and 0.30 per function, against the first-order limit $1/4$. The first-order amplitudes are not a quantitative guide at small $n$: they give $W_6=\sum_{k\ge6}M_k^2/k\approx1.1\times10^{-6}$ Ry, about 300 times the self-consistent value.

If $W_n$ followed a power law $n^{-p}$, every doubling of $n$ would give the same $p$. The doublings from 3 to 24 give 13, 10 and 21 in Hartree-Fock, and 11, 10 and 19 in LDA. The sequence is not monotonic, but the last doubling is much the steepest. Over this range the decay is therefore not a power law. For this smooth orbital an exponential decay in the number of oscillator functions is derived here to first order only; the self-consistent error falls geometrically on average from $n=6$ to 24, with a rate that is not steady. These functions are related to Gaussian sets: differentiating $e^{-\alpha r^2}$ with respect to $\alpha$ brings down powers of $r^2$, so $n$ s Gaussians whose exponents merge at $\tfrac14$ span the first $n$ oscillator functions. The cardinal sets themselves cannot test the law: they are too few, and with the exponents chosen their Hartree-Fock error stalls at 0.018, 0.021 and 0.011 µRy for $X=3$, 4 and 5.

**What a nucleus changes.** A nucleus gives the orbital a cusp, which Gaussians fit less easily. For one electron at a unit point charge, even-tempered sets of 2, 4 and 8 Gaussians with optimized parameters leave errors of 28, 2.5 and 0.051 mRy. The effective power rises from 3.5 to 5.6, so the error again outpaces a fixed power over this range. The error factor per added function, however, weakens from 0.30 to 0.38, so this is slower than a pure exponential. The smallest set is also a warning. Its 28 mRy is about 900 times the Hartree-Fock error of the smooth model with two s Gaussians and exceeds that model's second-order error at $X=2$, 16.5 mRy (table below). With nuclei, the mean-field error therefore need not be far below the correlation error, and this is not confined to minimal sets. For the acceptor molecule of the water dimer near equilibrium (frozen core), the Hartree-Fock and second-order values of $\delta$ are 6.0 and 3.8 mRy in cc-pVDZ, and 0.6 and 1.2 mRy in aug-cc-pVDZ. For a neon atom with a ghost copy at 5.8 bohr they are 145 and 64 µRy in cc-pVTZ. The large ratios found below belong to the smooth model.

## Contribution 2: the electron pair

MP2 must also represent the first-order pair function, which has a kink at $r_{12}=0$. An expansion in products of orbitals builds this kink from ever higher angular momenta. The rate follows from the large-$l$ limit.

Write $\phi=u(r)/(\sqrt{4\pi}\,r)$ and

$$\psi=\sum_l\frac{w_l(r_1,r_2)}{4\pi r_1r_2}P_l(\cos\theta_{12}).$$

The $l$ component of the repulsion is $V_l=2r_<^l/r_>^{l+1}$. The minimum condition $(H_0-2e_0)\psi=-V\phi\phi$ becomes, with only the terms that grow with $l$ kept,

$$\Big[-\partial_1^2-\partial_2^2+l(l+1)\Big(\frac1{r_1^2}+\frac1{r_2^2}\Big)\Big]w_l=-V_l\,u(r_1)u(r_2).$$

At the minimum $E_2=\langle\phi\phi|V|\psi\rangle$. The angular average of $P_l^2$ is $1/(2l+1)$, so

$$E_l=\frac{1}{2l+1}\int\!\!\int u(r_1)u(r_2)\,V_l\,w_l\,dr_1dr_2 .$$

Let $\lambda=l+\tfrac12$, $x=r_1-r_2$ and $R=(r_1+r_2)/2$. Then

$$V_l=\frac{2}{\sqrt{r_1r_2}}\Big(\frac{r_<}{r_>}\Big)^{\lambda}\approx\frac2R\,e^{-\kappa|x|},\qquad \kappa=\frac{\lambda}{R}.$$

The source is concentrated within $|x|\sim R/\lambda$. High partial waves therefore describe electrons at nearly equal distance from the centre, which is where the kink lies. The derivatives transform as $\partial_1^2+\partial_2^2=2\partial_x^2+\tfrac12\partial_R^2$. Since $\partial_x^2$ is of order $\lambda^2/R^2$, the $R$ derivative and the potentials are smaller by $\lambda^{-2}$ and are dropped. The operator becomes $2(-\partial_x^2+\kappa^2)$, and $u(r_1)u(r_2)\approx u(R)^2$.

The equation $(-\partial_x^2+\kappa^2)g=e^{-\kappa|x|}$ is solved by

$$g=\frac{(1+\kappa|x|)e^{-\kappa|x|}}{2\kappa^2}.$$

For $x>0$, the function $f=(1+\kappa x)e^{-\kappa x}$ has $f'=-\kappa^2xe^{-\kappa x}$ and $f''=(-\kappa^2+\kappa^3x)e^{-\kappa x}$. Hence $-f''+\kappa^2f=2\kappa^2e^{-\kappa x}$, and $f'$ vanishes at $x=0$, so the two sides join smoothly. The overlap needed is

$$\int e^{-\kappa|x|}g\,dx=\frac1{\kappa^2}\int_0^\infty(1+\kappa x)e^{-2\kappa x}dx=\frac1{\kappa^2}\Big(\frac1{2\kappa}+\frac1{4\kappa}\Big)=\frac{3}{4\kappa^3}.$$

Two factors $2/R$ come from $V_l$, one factor $\tfrac12$ from inverting the operator, and the minus sign from the source:

$$E_l\approx-\frac1{2\lambda}\int u^4\,\frac4{R^2}\cdot\frac12\cdot\frac{3R^3}{4\lambda^3}\,dR=-\frac{3}{4\lambda^4}\int u^4R\,dR .$$

With $u^2=4\pi r^2\phi^2$ this is

$$E_l\to-\frac{C}{(l+\frac12)^4},\qquad C=12\pi^2\int_0^\infty\phi^4r^5\,dr .$$

The integral gives $C=0.491$ Ry for the model. Extrapolating the computed partial waves gives 0.490 Ry, a test of both the power and the factor. At $l=12$ the formula predicts $0.491/12.5^4$ Ry $=20.1$ µRy in magnitude, against 19.6 µRy computed. At $l=1$ it predicts 97 mRy against 44 mRy, so it must not be used for the lowest waves.

If the basis stops at $l=L$, the missing energy is a sum over half-integers, which the midpoint rule turns into an integral:

$$\sum_{l>L}\frac{C}{(l+\frac12)^4}\approx\int_{L+1}^\infty\frac{C}{t^4}\,dt=\frac{C}{3(L+1)^3}.$$

A set of cardinal number $X$ has $L+1=X$. Its angular error therefore falls as $X^{-3}$ at large $X$. This law covers the angular part only. The error from incomplete radial functions is not derived here; it is measured below.

## Weighing the two incompletenesses

The table gives $\varepsilon$ for each method and $\delta$ for the second-order energy, all in µRy. Entries below the 0.1 µRy tolerance used in the tests are not listed individually.

| $X$ | $\varepsilon$ HF | $\varepsilon$ LDA | $\varepsilon$ 2nd | $\delta$ 2nd |
|---|---|---|---|---|
| 2 | 30.6 | 41.9 | 16523 | 103 |
| 3 | <0.1 | 0.4 | 6586 | 79 |
| 4 | <0.1 | 0.3 | 3307 | 54 |
| 5 | <0.1 | <0.1 | 1769 | 35 |

From $X=2$ to 5 the Hartree-Fock error falls by more than a factor of 300, which means an effective power above $\ln 306/\ln2.5=6.2$. The fall is not regular from set to set: the LDA error drops only from 0.38 to 0.32 µRy between $X=3$ and 4, an effective power of 0.6. The second-order error falls by a factor of 9.3, an effective power of 2.4. Between $X=3$ and 5 that power is 2.6, still below the limiting 3.

The partial waves show where the second-order error comes from. Those up to $l=4$ sum to $-61887$ µRy, and the limit is $-63068$ µRy, so 1181 µRy lie beyond $l=4$. The $X=5$ set misses 1769 µRy in total. About two thirds of its error is thus absent angular momentum. The remaining 588 µRy come mainly from incomplete radial functions, with any small effect of the reference orbital included. For $X=3$ the same subtraction gives 4734 µRy of angular and 1852 µRy of remaining error. From $X=3$ to 5 the two parts fall with effective powers 2.7 and 2.2, so both keep the total below the asymptotic power.

## Contribution 3: what the ghost functions supply

An s Gaussian centred at distance $D$ from $A$ is, seen from $A$,

$$e^{-\alpha|\mathbf r-\mathbf D|^2}=e^{-\alpha(r^2+D^2)}\,e^{2\alpha rD\cos\theta}.$$

The last factor contains every power of $\cos\theta$, and hence every $P_l(\cos\theta)$. Even an s function on $B$ therefore brings high angular momenta to $A$. It brings them in one fixed combination, however, and mostly on the side facing $B$. It cannot replace a free set of p, d and f functions on $A$.

The recovered fractions are small at this separation. At $X=2$ the ghosts recover $103/16523=0.6\%$ of the second-order incompleteness. In Hartree-Fock they recover $2.0/30.6=6.6\%$, and in LDA $1.5/41.9=3.6\%$. At $X=2$ and this distance the ghosts are thus relatively *less* effective for the pair energy, and the larger MP2 error cannot be blamed on their efficiency. The comparison with Hartree-Fock splits into two factors:

$$\frac{\delta_2}{\delta_{\rm HF}}=\frac{\varepsilon_2}{\varepsilon_{\rm HF}}\times\frac{\delta_2/\varepsilon_2}{\delta_{\rm HF}/\varepsilon_{\rm HF}}\approx540\times0.095\approx51 .$$

The missing energy is 540 times larger, and the lower efficiency takes back about a factor of ten at this distance. The second factor depends on the distance: the product is about 230 at 3 bohr and 11 at 6 bohr. The size of the first factor is specific to this model: the orbital of the empty well is itself a Gaussian, and the s exponents were tuned to the mean-field orbitals. From $X=3$ on, the HF and LDA values of $\delta$ are below the 0.1 µRy tolerance, while the second-order value is still tens of µRy.

The total MP2 superposition error at $X=2$ is the sum of both parts, 105 µRy or 1.4 meV for one monomer. Two such monomers would give an uncorrected interaction energy 2.9 meV below the counterpoise-corrected one.

## In what sense the error tracks incompleteness

To isolate the role of the monomer's own basis, the ghost set can be held at $X=3$ while the set on $A$ is enlarged. With three s functions alone on $A$, the second-order $\delta$ is 1362 µRy. With the full $X=3$ set it is 79 µRy, and with the $X=5$ set 8 µRy. The first two cases have the same Hartree-Fock energy on the isolated monomer. A basis can therefore be equally good for the mean field and differ by a factor of 17 in second-order superposition error.

The tracking is not proportionality. When both sets grow together from $X=3$ to 5, $\varepsilon$ falls by a factor of 3.7 but $\delta$ only by 2.3, and the recovered fraction rises from 1.2% to 2.0%. The fixed-ghost calculation shows why. On the same $X=5$ monomer, the $X=3$ ghosts recover 8 µRy and the $X=5$ ghosts 35 µRy. A larger basis leaves less to borrow but also offers more to borrow from. The $X^{-3}$ law thus belongs to the angular part of $\varepsilon$, the ceiling; $\delta$ itself falls more slowly over the sets studied here, and it need not fall from set to set: with the ghost centre at 6 bohr it is 2.8, 3.3 and 2.3 µRy for $X=2$, 3 and 4.

The small fraction also limits what a counterpoise correction can do. At $X=5$ it removes 35 µRy from a monomer error of 1769 µRy. The rest is ordinary incompleteness, and it affects the interaction energy to the extent that it differs between dimer and monomers.

The division between methods follows the ingredients of the energy. A functional of the density or the occupied orbitals, minimized over those orbitals, needs the basis only to fit those orbitals, a demand that is modest in the smooth model and larger where a nuclear cusp must be fitted. A double hybrid adds a scaled second-order term, and that term brings a pair incompleteness with it, multiplied by the scale factor. The term is built from Kohn-Sham orbitals and energies, so this incompleteness is close to, but not equal to, that of MP2. In the model, with orbitals from 53% exact exchange, 47% Slater exchange and 73% VWN correlation, it is about 12% larger at $X=2$ and 3% larger at $X=5$.

## Table of computed values

```
well constant 0.25 Ry/bohr^2, ghost distance 4.0 bohr
even-tempered sets: count:smallest exponent (bohr^-2)/ratio
 l=0 2:0.2403/1.40  3:0.2403/1.30  4:0.1850/1.30  5:0.2403/1.30
 l=1 1:0.3406/1.50  2:0.3121/2.50  3:0.2861/2.00  4:0.2861/1.75
 l=2 1:0.4424/1.50  2:0.4055/2.00  3:0.3716/2.00
 l=3 1:0.5747/1.50  2:0.4827/2.00
 l=4 1:0.7466/1.50
HF limit, Gaussians 4.076878 Ry; grid 4.076878 Ry
LDA limit 4.052459 Ry
second-order limit -0.063068 Ry
partial wave l=0: -6180.34 microRy
partial wave l=1: -43898.85 microRy
partial wave l=2: -8254.42 microRy
partial wave l=3: -2540.43 microRy
partial wave l=4: -1013.39 microRy
partial wave l=8: -89.22 microRy
partial wave l=12: -19.60 microRy
C from integral 0.49071 Ry
C from partial waves 0.49001 Ry
tail beyond l=8: 216.8 microRy
tail by C/(3(L+1)^3): 224.4 microRy
W_n = energy share outside n oscillator s functions, n=3, 6, 12, 24
 HF W_n in Ry: 3.03e-05, 3.58e-09, 3.90e-12, 2.30e-18
 HF effective powers: 13.0, 9.8, 20.7; energy error at n=6: 3.58e-09 Ry
 LDA W_n in Ry: 1.35e-04, 6.10e-08, 4.37e-11, 6.74e-17
 LDA effective powers: 11.1, 10.4, 19.3; energy error at n=6: 5.97e-08 Ry
eps = incompleteness, delta = ghost lowering, in microRy
HF X=2: eps 30.620, delta 2.008
HF X=3: eps 0.018, delta 0.000
HF X=4: eps 0.021, delta 0.001
HF X=5: eps 0.011, delta 0.001
LDA X=2: eps 41.902, delta 1.488
LDA X=3: eps 0.380, delta 0.010
LDA X=4: eps 0.321, delta 0.003
LDA X=5: eps 0.005, delta 0.000
2nd order X=2: eps 16523.436, delta 102.876
2nd order X=3: eps 6585.785, delta 79.073
2nd order X=4: eps 3306.836, delta 53.761
2nd order X=5: eps 1769.381, delta 34.630
2nd order delta/eps, X=2 to 5: 0.006, 0.012, 0.016, 0.020
X=2: delta MP2 total 104.9 microRy = 1.43 meV
X=3: delta MP2 total 79.1 microRy = 1.08 meV
effective power of eps, 2nd order, X=3 to 5: 2.57
effective power, X=2 to 5: HF 8.68, LDA 9.84, 2nd order 2.44
2nd-order delta with the ghost set fixed at X=3, microRy:
 own set 3s 1362.1, X=3 79.1, X=5 8.2
point charge, error with n=2, 4, 8 Gaussians, microRy: 28374.57, 2496.21, 51.41
 effective powers 3.51, 5.60
 error factor per function 0.297, 0.379
```
